\section*{Gravity sag of a 300 mm silicon wafer, with edge corrections}

\section{A weightless disc bent at its edge}

Take a thin disc of radius $a$ and thickness $h$, without weight, bent by a uniform moment $M$ per unit length applied around its edge. This case gives the relevant elastic constant, and its solution will be used again in the edge corrections below.

Let $w(r)$ be the downward deflection and $z$ the downward distance from the midplane. The slope is small, and lines normal to the midplane stay straight and normal. A layer at depth $z$ then moves radially by $-zw'$, so its strains are
\begin{equation}
\varepsilon_r=-zw'',\qquad \varepsilon_\theta=-\frac{zw'}{r}.
\end{equation}
For an isotropic plate with free faces, $\sigma_r=E(\varepsilon_r+\nu\varepsilon_\theta)/(1-\nu^2)$, and likewise for $\sigma_\theta$ with the strains exchanged. Multiplying by $z$ and integrating over the thickness, with $\int z^2dz=h^3/12$, gives
\begin{equation}
M_r=-D\left(w''+\frac{\nu w'}{r}\right),\quad
M_\theta=-D\left(\frac{w'}{r}+\nu w''\right),\quad
D=\frac{Eh^3}{12(1-\nu^2)}.
\label{moments}
\end{equation}
A positive moment puts the lower face in tension.

Try the shallow cap $w=\kappa(a^2-r^2)/2$. Here $w''=w'/r=-\kappa$, so $M_r=M_\theta=D(1+\nu)\kappa$ everywhere. Setting this equal to $M$ gives the central deflection and the edge slope,
\begin{equation}
w(0)=\frac{Ma^2}{2D(1+\nu)},\qquad
-w'(a)=\frac{Ma}{D(1+\nu)}.
\label{cap}
\end{equation}
The stiffness that enters is
\begin{equation}
D(1+\nu)=\frac{Eh^3}{12(1-\nu)}=\frac{Bh^3}{12},\qquad B=\frac{E}{1-\nu},
\label{biaxial}
\end{equation}
where $B$ is the biaxial modulus: stress divided by strain when both in-plane strains are equal.

\section{The constants of a (001) silicon wafer}

Silicon is cubic, not isotropic. With axes along the cube edges, the free faces require $C_{11}\varepsilon_z+C_{12}(\varepsilon_x+\varepsilon_y)=0$. Eliminating $\varepsilon_z$ from $\sigma_x=C_{11}\varepsilon_x+C_{12}(\varepsilon_y+\varepsilon_z)$ leaves $\sigma_x=Q_{11}\varepsilon_x+Q_{12}\varepsilon_y$, with
\begin{equation}
Q_{11}=C_{11}-\frac{C_{12}^2}{C_{11}},\quad
Q_{12}=C_{12}-\frac{C_{12}^2}{C_{11}},\quad Q_{66}=C_{44}.
\end{equation}
Equal strains $\varepsilon_x=\varepsilon_y$ without shear look the same in every rotated frame, so $B=Q_{11}+Q_{12}$ has no in-plane direction dependence.

Poisson's ratio does depend on direction. Suppose the deflected shape is axisymmetric, with radial and hoop curvatures $k_r,k_\theta$. At polar angle $\phi$, with $c=\cos\phi$ and $s=\sin\phi$, the curvatures along the cube axes are
\[
k_x=c^2k_r+s^2k_\theta,\quad k_y=s^2k_r+c^2k_\theta,\quad
2k_{xy}=2cs(k_r-k_\theta).
\]
The bending energy per area is $(h^3/24)[Q_{11}(k_x^2+k_y^2)+2Q_{12}k_xk_y+Q_{66}(2k_{xy})^2]$. Averaging over $\phi$ with $\langle c^4\rangle=\langle s^4\rangle=3/8$ and $\langle c^2s^2\rangle=1/8$ turns the bracket into $\bar Q(k_r^2+k_\theta^2+2\nu k_rk_\theta)$, where
\begin{equation}
\bar Q=\frac{3Q_{11}+Q_{12}+2Q_{66}}{4},\qquad
\nu=\frac{Q_{11}+3Q_{12}-2Q_{66}}{3Q_{11}+Q_{12}+2Q_{66}}.
\end{equation}
This is the energy of an isotropic plate with $D=\bar Qh^3/12$. Since $\bar Q(1+\nu)=Q_{11}+Q_{12}=B$, equation \eqref{biaxial} still holds.

Rough room-temperature values $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa give $Q_{11}=141.3$ and $Q_{12}=39.3$ GPa. Hence $B=180.7$ GPa (the sum before rounding), $\bar Q=155.8$ GPa and $\nu=0.159$.

\section{Leading order: weight on a rim support}

The wafer now carries its weight per area, $q=\rho gh$, and rests on a flat, continuous, frictionless ring at $r=a$. ``Simply supported'' means $w(a)=0$ and $M_r(a)=0$, with free radial sliding. The wafer has uniform thickness and is flat without gravity.

A central disc of radius $r$ weighs $\pi r^2q$, so its surroundings hold it up with a force $qr/2$ per unit length. Consider the moments on a small sector element. The upward force on its outer face and the downward force on its inner face form a couple in the same sense as $M_r$ on the outer face. For positive $M_\theta$, the hoop tension in the lower half pulls the element inward and the hoop compression in the upper half pushes it outward, a couple in the opposite sense. Balance therefore requires
\begin{equation}
\frac{d(rM_r)}{dr}-M_\theta=-\frac{qr^2}{2}.
\label{balance}
\end{equation}
Insert \eqref{moments}. The terms in $\nu w''$ cancel, leaving $-D(rw'''+w''-w'/r)=-qr^2/2$. Dividing by $-Dr$ gives
\begin{equation}
\frac{d}{dr}\left[\frac1r\frac{d(rw')}{dr}\right]=\frac{qr}{2D}.
\end{equation}
Two integrations yield
\[
w'=\frac{qr^3}{16D}+\frac{c_1r}{2}+\frac{c_2}{r}.
\]
A finite slope at the centre requires $c_2=0$. The condition $w''+\nu w'/a=0$ at the rim reads
\[
\frac{(3+\nu)qa^2}{16D}+(1+\nu)\frac{c_1}{2}=0,
\]
and hence
\begin{equation}
w'=-\frac{q}{16D}\left[\frac{3+\nu}{1+\nu}a^2r-r^3\right].
\label{slope}
\end{equation}
Integrating inward from $w(a)=0$,
\begin{align}
w(r)&=\frac{q}{16D}\left[\frac{3+\nu}{1+\nu}\,\frac{a^2(a^2-r^2)}{2}-\frac{a^4-r^4}{4}\right]\nonumber\\
&=\frac{q(a^2-r^2)}{64D}\left[\frac{5+\nu}{1+\nu}a^2-r^2\right],
\end{align}
because $2(3+\nu)-(1+\nu)=5+\nu$. At the centre, \eqref{biaxial} and $q=\rho gh$ give
\begin{equation}
w_0=\frac{(5+\nu)qa^4}{64D(1+\nu)}
=\frac{3(5+\nu)}{16}\,\frac{\rho ga^4}{Bh^2}.
\label{sag}
\end{equation}
Weight grows as $h$ and stiffness as $h^3$, which leaves $h^{-2}$.

For $a=150$ mm, $h=775\ \mu$m and $\rho=2330$ kg/m$^3$,
\[
\frac{\rho ga^4}{Bh^2}=
\frac{2330\times9.807\times(0.150)^4}{180.7\times10^9\times(775\times10^{-6})^2}\ \mathrm{m}
=106.6\ \mu\mathrm{m}.
\]
The prefactor is $3\times5.159/16=0.967$, so $w_0=103.1\ \mu$m, or about $0.10$ mm. Since the prefactor is near one, $\rho ga^4/(Bh^2)$ alone is a good estimate. A finite-element minimisation of the axisymmetric bending energy, with 60 radial elements, also gives $103.1\ \mu$m.

The rim slope will set the scale of the edge corrections. From \eqref{slope},
\begin{equation}
\theta_0=-w'(a)=\frac{qa^3}{8D(1+\nu)},\qquad
\frac{a\theta_0}{w_0}=\frac{8}{5+\nu}.
\label{theta}
\end{equation}
For the averaged plate it is $1.07$ mrad here. The central curvature is $\kappa_0=(3+\nu)qa^2/[16D(1+\nu)]$, so the surface stress there is $B\kappa_0h/2=3(3+\nu)qa^2/(8h^2)=0.79$ MPa.

\section{First correction: the ring lies inside the rim}

Let the ring have radius $b=a-\delta$ with $\delta\ll a$, and measure the sag from the ring. Two effects appear at first order in $\delta/a$.

First, the span is shorter. By \eqref{sag}, the sag of a disc of radius $b$ is $w_0(1-\delta/a)^4=w_0(1-4\delta/a+\cdots)$.

Second, the overhang is a narrow hoop that resists being tilted. Its own weight produces a moment of order $q\delta^2$ at the ring, which is second order. Integrating the moment balance across the overhang, with $M_r(a)=0$, therefore gives
\[
-bM_r(b)=\int_b^aM_\theta\,dr+O(qa\delta^2).
\]
In the narrow hoop $M_r$ is small, so $w''\simeq-\nu w'/a$. Then
\[
M_\theta\simeq-D(1-\nu^2)\frac{w'}{a}\simeq D(1-\nu^2)\frac{\theta_0}{a},
\qquad
M_r(b)\simeq-D(1-\nu^2)\frac{\theta_0\delta}{a^2}.
\]
This moment acts on the edge of the inner disc, which is the opening problem. Equation \eqref{cap} gives a change $-(1-\nu)\theta_0\delta/2$ in the central deflection. Dividing by $w_0$, using \eqref{theta}, and adding the span effect,
\begin{equation}
\frac{\Delta w_0}{w_0}=-\left[4+\frac{4(1-\nu)}{5+\nu}\right]\frac{\delta}{a}
+O\!\left(\frac{\delta^2}{a^2}\right).
\label{inset}
\end{equation}

For $\delta=2$ mm the bracket is $4+4\times0.841/5.159=4.65$ and $\delta/a=0.0133$, so the change is $-6.2\%$. Finite elements with the ring at this radius give $-6.1\%$. The difference has the size expected of a term in $(\delta/a)^2$. The sag falls to about $97\ \mu$m.

\section{Friction: two limits}

As the wafer sags, its lower edge tries to move outward by $h\theta_0/2$, about $0.4\ \mu$m. Friction opposes this with an inward force $N$ per unit length. Acting a distance $h/2$ below the midplane, it produces an edge moment $M=-Nh/2$. This assumes a square edge touching the ring at $r=a$; the rounded edge of a real wafer touches a flat ring slightly further in.

\subsection{Sliding rim}

With friction coefficient $f$ and rim reaction $qa/2$, sliding means $N=fqa/2$, so $M=-fqah/4$. Equation \eqref{cap} then gives
\begin{equation}
\Delta w_0=-\frac{fqa^3h}{8D(1+\nu)}=-fh\theta_0,\qquad
\frac{\Delta w_0}{w_0}=-\frac{8f}{5+\nu}\,\frac ha.
\end{equation}
For $f=0.3$ this is $-0.24\%$. This is a linear estimate: the moment of $N$ on the deflected midplane, neglected here, reduces its size by a fraction of order $w_0/h$, to about $-0.20\%$. If the edge is instead sliding back inward, the force and the correction change sign.

\subsection{Locked rim}

Suppose the lower edge cannot move at all. The force $N$ compresses the midplane uniformly by a strain $N/(Bh)$, which moves the edge inward by $Na/(Bh)$. If $\theta$ is the actual rim slope, locking requires
\[
\frac{h\theta}{2}=\frac{Na}{Bh},\qquad N=\frac{Bh^2\theta}{2a},\qquad
M=-\frac{Bh^3\theta}{4a}=-\frac{3D(1+\nu)\theta}{a}.
\]
By \eqref{cap}, $\theta=\theta_0-3\theta$, so $\theta=\theta_0/4$. The sag becomes
\begin{equation}
w_{\rm lock}=w_0-\frac{3a\theta}{2}=w_0-\frac{3a\theta_0}{8}
=\frac{2+\nu}{5+\nu}\,w_0,
\end{equation}
which is about $43\ \mu$m. This is a linear estimate: it ignores the moments, of order $Nw_{\rm lock}$, that $N$ exerts on the deflected midplane. Compared with the edge moment $Nh/2$ they give a correction of relative order $w_{\rm lock}/h$, several per cent here. The inward pull of the edge by midplane stretching, also ignored, is of the same relative order. With both included, the von K\'arm\'an equations give about $46\ \mu$m. To see whether friction can hold the rim, write $\theta_0=3qa^3/(2Bh^3)$. Then $N=Bh^2\theta_0/(8a)=3qa^2/(16h)$, and the required friction coefficient is
\begin{equation}
\frac{N}{qa/2}=\frac{3a}{8h}\simeq73 .
\end{equation}
Ordinary dry contact falls far short of this, so the rim slides and the leading-order condition was the right one. The formula $3a/(8h)$ holds only while the sag is small compared with the thickness. In much thinner plates of the same radius, midplane stretching pulls the edge inward and the estimate fails. For the present wafer, a clamp or an adhesive bond that holds the lower edge could lock the rim. If the edge were fixed before the wafer sagged, the sag would be less than half of $w_0$.

\section{What else moves the number}

\paragraph{Midplane stretching.} Bending strains are of order $hw_0/a^2$ and stretching strains of order $(w_0/a)^2$. The ratio of their energies therefore scales as $(w_0/h)^2$, which is $0.133^2\simeq0.018$ here, with a numerical prefactor well below one. Solving the axisymmetric von K\'arm\'an equations with a sliding rim gives a change of $-0.57\%$. Because $w_0/h\propto a^4/h^3$, strong thinning at fixed radius invalidates the linear result.

\paragraph{Crystal anisotropy.} A two-dimensional polynomial calculation with the full cubic stiffness changes the sag by $+0.03\%$ relative to the averaged plate. The smallest rim reaction is $0.84$ of its mean. It remains positive, as a ring that can push but not pull requires. Using a single-direction Poisson ratio, between $0.061$ and $0.278$ at fixed $B$, would give $101$ to $106\ \mu$m.

\paragraph{Shear and air.} Transverse shear adds $qa^2/[4(5/6)C_{44}h]=1.9$ nm, where $5/6$ is the usual shear factor. Air buoyancy removes $0.05\%$ of the weight.

\paragraph{The real wafer.} The diameter and thickness are those of a standard 300 mm wafer, and the elastic constants are rough typical values. Taking $C_{11}=165.7$, $C_{12}=63.9$, $C_{44}=79.6$ GPa and $\rho=2329$ kg/m$^3$ instead gives $103.3\ \mu$m, so the last digit of $103.1\ \mu$m is not significant for a real wafer. In the linear formula, at fixed radius and modulus, a thickness lower by $20\ \mu$m raises the sag by $5.4\%$, and one higher by $20\ \mu$m lowers it by $5.0\%$. Continuous contact is an assumption that is easily broken. A ring whose height varies by an amount comparable with the sag may touch the wafer at a few places only. Much smaller variations can already open gaps if they alternate several times around the rim, because the wafer is stiff against such short waves. For three equally spaced pins at the rim, the calculated sag of the centre below the pins is about $170\ \mu$m, $1.6$ times the ring value. Film stress and built-in bow add their own deflection, and hot processing changes the moduli; neither is included here. For a bare, flat wafer at room temperature on a continuous rim support, one tenth of a millimetre is the right size. The numerical output below lists the individual values.

\section*{Computed values}
\begin{verbatim}
radius a = 150 mm, thickness h = 775 um
density = 2330 kg/m3, g = 9.807 m/s2
C11, C12, C44 = 166, 64, 80 GPa
Q11, Q12, Q66 = 141.3, 39.3, 80.0 GPa
biaxial modulus B = 180.7 GPa
angle-averaged Q11 = 155.8 GPa
averaged Poisson ratio nu = 0.159
bending stiffness D = 6.04 N m
wafer mass = 127.6 g
weight per area q = 17.71 Pa
rim reaction q a/2 = 1.33 N/m
one-line estimate rho g a^4/(B h^2) = 106.6 um
prefactor 3(5+nu)/16 = 0.967
centre sag w0 = 103.1 um = 0.103 mm
finite-element sag = 103.1 um
sag / thickness = 0.133
rim slope = 1.07 mrad
centre surface stress = 0.79 MPa
directional nu: min 0.061, max 0.278
sag with those nu: 101.2, 105.5 um
full cubic stiffness changes sag by 0.029 %
smallest / mean rim reaction = 0.84
midplane stretching changes sag by -0.57 %
transverse shear adds 1.9 nm
air buoyancy changes sag by -0.052 %
sag if lower rim were locked = 43.2 um
friction coefficient needed to lock = 72.6
friction coefficient 0.3 changes sag by -0.24 %
ring inset 2 mm changes sag by -6.1 % (first order -6.2 %)
thickness -20 um: +5.4 %, +20 um: -5.0 %
centre sag on three rim pins = 168 um
three pins / continuous ring = 1.63
\end{verbatim}
